# Schottky Series Resistance and Ideality Factor from the Logarithmic Slope

## Definitions and conventions

A forward-biased Schottky diode carries current $I>0$ at applied bias $V$. Its series resistance is $R$, its saturation current $I_s$, its ideality factor $n$ and its temperature $T$. With

$$a=\frac{nkT}{q},\qquad V_j=V-IR,$$

where $q>0$ is the elementary charge and $V_j$ the voltage across the junction, the model is

$$I=I_s\left[e^{(V-IR)/a}-1\right]. \tag{1}$$

$R$, $n$ and $T$ are taken as constant along the sweep. The bias is known without error. Current readings have independent random errors with variance $(\varepsilon I)^2+\sigma_0^2$: a relative part $\varepsilon$ and a constant floor $\sigma_0$, both known.

The running example is a metal contact on n-type silicon, such as a test diode placed beside a photodetector: area $10^{-4}$ cm², barrier 0.70 eV, $T=300$ K, $n=1.08$, $R=50$ ohm. The Richardson expression with constant 112 A/(cm² K²) gives

$$I_s=10^{-4}\times112\times300^2\;e^{-0.70/0.025852}\ \text{A}=1.75\ \text{nA}.$$

Here $a=1.08\times25.852=27.92$ mV. The sweep runs from 0.04 to 0.50 V in 47 readings, 10 mV apart, with $\varepsilon=0.2\,\%$ and $\sigma_0=0.5$ nA.

## The straight line and the naive scheme

Solving (1) for the bias gives

$$V=IR+a\ln\!\left(1+\frac{I}{I_s}\right),\qquad \frac{dV}{dI}=R+\frac{a}{I+I_s}.$$

Since $d(\ln I)=dI/I$, multiplication by $I$ gives the logarithmic slope

$$\frac{dV}{d(\ln I)}=RI+a\,\frac{I}{I+I_s}. \tag{2}$$

For $I\gg I_s$ the last fraction tends to one. The slope is then a straight line in $I$, with gradient $R$ and intercept $a$, and $n=qa/kT$.

The naive scheme forms difference quotients, plots each against the current at the middle of its interval, and fits a line with equal weights to the whole sweep. It has three separate faults: the abscissa is wrong for finite intervals, the line bends at low current, and the points differ greatly in precision.

## First fault: the current assigned to a chord

Wide intervals reduce the scatter of the difference quotients, but a formula for the derivative at a point does not describe them exactly. Take two readings $A$ and $B$ with $V_B>V_A$, write $\Delta$ for the value at $B$ minus that at $A$, and define

$$x=\Delta\ln I,\qquad D=\frac{\Delta V}{x},\qquad L=\frac{\Delta I}{x}.$$

Subtracting the inverted diode law at the two readings gives $\Delta V=R\,\Delta I+a\,\Delta\ln(I+I_s)$, because the constant $\ln I_s$ cancels. Division by $x$ yields

$$D=RL+a\,\frac{\Delta\ln(I+I_s)}{\Delta\ln I}. \tag{3}$$

When $I_s$ is negligible beside both currents, this is $D=RL+a$ for any chord width. The proper abscissa is therefore $L$, the logarithmic mean current. By the mean value theorem $\ln I_B-\ln I_A=(I_B-I_A)/\xi$ for some $\xi$ between the two currents, so $L=\xi$ lies between them.

With the middle reading $I_{\rm mid}$ as abscissa, a term $R(L-I_{\rm mid})$ is left over, and it varies along the sweep. For 40 mV chords, noiseless data obeying the law without the $-1$, and the window and weights derived below, the midpoint choice gives $R=49.43$ ohm and $n=1.0858$. The logarithmic mean returns the true values.

## Second fault: the bend at low current

The intercept term in (2) falls short of $a$ by the fraction

$$1-\frac{I}{I+I_s}=\frac{I_s}{I+I_s}.$$

This equals a chosen tolerance $\tau$ at $I=I_s(1/\tau-1)$. For $\tau=1\,\%$ the current is $99\times1.754=174$ nA.

A small error in height can still be a large error in gradient. Differentiating (2) gives

$$\frac{d}{dI}\left[RI+\frac{aI}{I+I_s}\right]=R+\frac{aI_s}{(I+I_s)^2}.$$

The second term is a false resistance, produced by the recovery of the intercept term towards $a$. For $I\gg I_s$ it equals $R$ at

$$I\simeq\sqrt{\frac{aI_s}{R}}=\sqrt{\frac{0.02792\times1.754\times10^{-9}}{50}}\ \text{A}\simeq1.0\ \mu\text{A}.$$

At this current the height is wrong by less than 0.2 % of $a$, yet the local gradient is twice $R$. In the opposite limit, $I\ll I_s$, equation (2) becomes $I(R+a/I_s)$. This is again a straight line, but its gradient contains the zero-bias junction resistance $a/I_s\simeq16$ Mohm and its intercept is zero. Straightness alone does not show that the window is right.

Two equal-weight fits to noiseless data, both using $L$ as abscissa, show the effect. Chords lying wholly at or below 0.20 V give $R=1804$ ohm and $n=1.024$. All chords together give $R=50.34$ ohm and $n=1.065$. The second result looks harmless, but its $n$ is low by 0.015.

## Third fault: unequal and correlated noise

Let $\delta$ be the error of $\ln I$. To first order it is the current error divided by $I$, so its variance is

$$s^2=\varepsilon^2+\left(\frac{\sigma_0}{I}\right)^2.$$

Since $D=\Delta V/x$, an error $\delta_B-\delta_A$ in $x$ changes $D$ by $-D(\delta_B-\delta_A)/x$. The relative scatter of one chord slope is

$$\frac{\sigma_D}{D}=\frac{\sqrt{s_A^2+s_B^2}}{x}. \tag{4}$$

It becomes large at both ends of the sweep. At low current the floor raises $s$. At high current the resistance takes up most of each bias step, so $x=\Delta V/D$ shrinks. For the top chord, $D=50\times1.843+27.9=120$ mV and $x=40/120=0.333$, so the scatter is $\sqrt2\times0.2\,\%/0.333=0.85\,\%$.

The next table compares the systematic deficit of the intercept term, relative to $a$, with the random scatter, relative to $D$.

| Chord (V) | $L$ (µA) | Deficit (%) | Scatter (%) |
|---|---:|---:|---:|
| 0.04–0.08 | 0.0142 | 13.0 | 5.5 |
| 0.08–0.12 | 0.0665 | 3.0 | 1.2 |
| 0.12–0.16 | 0.285 | 0.72 | 0.34 |
| 0.16–0.20 | 1.20 | 0.17 | 0.21 |
| 0.24–0.28 | 20.2 | 0.010 | 0.21 |
| 0.46–0.50 | 1843 | 0.0001 | 0.85 |

Below about 1 µA the deficit exceeds the scatter of a single chord. Repeating the sweep reduces the scatter of an average but leaves the deficit unchanged.

For the regression, the relevant error is that of the residual, because $L$ is noisy too. Within the region $I\gg I_s$,

$$r=D-RL-a=\frac{\Delta V-R\,\Delta I-a\,\Delta\ln I}{x}.$$

Without noise the numerator vanishes, so the error of the denominator contributes nothing at first order. Using $\delta I=I\delta$ in the numerator,

$$r=\frac{(RI_A+a)\delta_A-(RI_B+a)\delta_B}{x}. \tag{5}$$

Number the readings by $j$, let chord $k$ join readings $k$ and $k+m$, and set $g_j=(RI_j+a)s_j$. Here $m=4$, which gives the 40 mV chords. The variance of $r_k$ and the weight are

$$\operatorname{var}r_k=\frac{g_k^2+g_{k+m}^2}{x_k^2},\qquad w_k=\frac1{\operatorname{var}r_k}.$$

Where the relative noise dominates and the chord is narrow, $g\simeq\varepsilon D$ and $x=\Delta V/D$. Then $w\simeq(\Delta V)^2/(2\varepsilon^2D^4)$: chords deep in the resistive region count for much less than equal weighting would grant them.

## The weighted fit and its error

Minimise $\sum_k w_k(D_k-RL_k-a)^2$. Setting the derivative with respect to $a$ to zero gives $a=\bar D-R\bar L$, where bars denote means weighted by $w_k$. Setting the derivative with respect to $R$ to zero and inserting this $a$ gives

$$R=\sum_k c_kD_k,\qquad c_k=\frac{w_k(L_k-\bar L)}{\sum_i w_i(L_i-\bar L)^2}. \tag{6}$$

The mean $\bar D$ drops out of the sum because $\sum_kc_k=0$. Also $\sum_kc_kL_k=1$. Inserting $D_k=RL_k+a+r_k$ with the true $R$ and $a$ shows that the error of the estimate is $\sum_kc_kr_k$. In the same way $a=\sum_kd_kD_k$ with $d_k=w_k/\sum_iw_i-\bar Lc_k$, and its error is $\sum_kd_kr_k$.

These residuals are not independent. Reading $j$ is the lower end of chord $j$ and the upper end of chord $j-m$, and it enters (5) with opposite signs. Collecting the two contributions of each reading gives

$$\operatorname{var}R=\sum_j g_j^2\left(\frac{c_j}{x_j}-\frac{c_{j-m}}{x_{j-m}}\right)^2, \tag{7}$$

where terms belonging to chords outside the fit are zero. Replacing $c$ by $d$ gives $\operatorname{var}a$. Where $c/x$ varies slowly, the two contributions nearly cancel. In the example (7) predicts standard errors of 0.079 ohm for $R$ and 0.0008 for $n$. Treating the chords as independent would give 0.134 ohm and 0.0011.

## The repaired algorithm

The low-current cut must keep the systematic deficit below the error of the fit, which is smaller than that of one chord. I use

$$I_{\rm cut}=\frac{10\,\max(I_s,\sigma_0)}{\varepsilon}. \tag{8}$$

At the cut, both $I_s/I$ and $\sigma_0/I$ are at most $\varepsilon/10$. The factor 10 is a design choice, to be judged by the bias it leaves. The maximum is a safeguard for a high-barrier diode with $I_s\ll\sigma_0$: it keeps out readings near the meter floor, where the first-order treatment of the noise in $\ln I$ breaks down. It is a cautious one, because the weights already suppress noisy chords. For barriers of 0.8 and 0.9 eV with the same noise, using $I_s$ alone leaves the bias negligible and roughly halves the scatter of $n$.

The steps are as follows.

1. Fit $D$ against $L$ with equal weights, using chords whose lower end is at or above 60 % of the top bias, here 0.30 V. This gives provisional $R$ and $a$.
2. For $I\gg I_s$ the law reads $V-RI-a\ln I=-a\ln I_s$. Average the left side over the same upper readings to obtain $I_s$.
3. Compute $I_{\rm cut}$ and convert it to a bias, $V_{\rm cut}=RI_{\rm cut}+a\ln(1+I_{\rm cut}/I_s)$. Keep the chords whose lower end is at or above $V_{\rm cut}$. Selecting by bias avoids accepting or rejecting a reading because of its own current error.
4. With the provisional parameters, solve $V=IR+a\ln(1+I/I_s)$ for a smooth model current at each bias. The right side rises with $I$, so a root search between $0$ and $V/R$ finds the one solution. Compute $g_j$, $x_k$ and $w_k$ from these currents.
5. Refit the measured $D$ and $L$ with (6), and obtain the errors from (7).

The first step presupposes that the upper part of the sweep is already free of the bend and shows a measurable resistive drop.

For the true parameters, $I_{\rm cut}=10\times1.754\ \text{nA}/0.002=8.77$ µA. The corresponding bias is $0.44+27.92\ln(5001)=238.2$ mV, so the first chord starts at 0.24 V and 23 chords remain.

## Recovery from noisy data

One synthetic sweep, analysed without knowledge of the true parameters, gives

$$R=50.08\pm0.08\ \text{ohm},\qquad n=1.0795\pm0.0008.$$

Both lie within one standard error of the truth, to the digits quoted. Over 3000 independent sweeps the scatter is 0.080 ohm and 0.0008, in agreement with (7). The true value lies within two quoted standard errors in 95.3 % of cases for $R$ and 95.4 % for $n$.

The mean of $R$ is 50.008 ohm. Its own statistical error is $0.080/\sqrt{3000}=0.0015$ ohm, so the excess is unlikely to be due to chance alone. The residual bend accounts for 0.003 ohm of it, as the noiseless fit in the same window shows. Averaging over pairs of sweeps with opposite noise cancels the first-order errors and puts the expected value at 50.0045 ohm. Terms of second order in the noise, which (7) omits, therefore add only about 0.002 ohm, and the rest, about 0.003 ohm, is sampling error of these 3000 sweeps. Even the whole excess is only a tenth of the error of one sweep. The full numerical output follows the text.

## A sweep can also end too soon

Removing the bend does not guarantee a useful $R$. Consider two chords with independent errors $\sigma_1,\sigma_2$ in their residuals. From $R=(D_2-D_1)/(L_2-L_1)$,

$$\sigma_R=\frac{\sqrt{\sigma_1^2+\sigma_2^2}}{L_2-L_1}.$$

If $RL_2\ll a$ and the relative noise dominates, (5) gives both chords nearly the same error, $\sqrt2\,\varepsilon a/x$ with $x\simeq\Delta V/a$. For $L_2\gg L_1$ the relative error is then $\sigma_R/R\simeq(2\varepsilon/x)\,a/(RL_2)$, which grows as the top current falls. The natural scale is $I=a/R$, here 0.56 mA.

With the lower cut, bias step, chord width and noise held fixed, the predicted errors are:

| Top bias (V) | $IR/a$ at the top | Error of $R$ (ohm) |
|---|---:|---:|
| 0.30 | 0.13 | 4.5 |
| 0.34 | 0.41 | 0.85 |
| 0.40 | 1.35 | 0.21 |
| 0.50 | 3.88 | 0.08 |

The number of chords also increases down this table, so the improvement is not due to the current alone. For the 0.34 V case, simulated sweeps give 0.84 ohm.

The low-current failure thus has three boundaries in this example. Below 0.17 µA the intercept term is wrong by more than 1 %. Below 1 µA the false gradient exceeds $R$. Below 8.8 µA readings are excluded by rule (8), which is a cautious choice rather than a sharp limit. The bias of $n$ is 1.5 standard errors for a window starting at 0.5 µA, 0.75 at 1.1 µA and 0.08 at the chosen cut, while the standard error of $n$ doubles from 0.0004 to 0.0008 between the last two. In addition, a window confined to currents well below 0.56 mA determines $R$ poorly even when the bend is absent.

## Leakage moves the boundary upward

Let a conductance $G$ bridge the junction, so that $I=I_d+GV_j$, where $I_d$ is the diode current. From $V=V_j+IR$,

$$\frac{dV}{d(\ln I)}=IR+\frac{I}{dI/dV_j},\qquad \frac{dI}{dV_j}=\frac{I_d+I_s}{a}+G.$$

The term that replaces the intercept is therefore

$$a\,\frac{1+GV_j/I_d}{1+(I_s+Ga)/I_d}\simeq a\left[1+\frac{G(V_j-a)-I_s}{I_d}\right], \tag{9}$$

to first order in the small ratios. At fixed $I_d$, leakage raises this term at every forward bias. The derivative of the exact fraction in (9) with respect to $G$ has the sign of $V_j(I_d+I_s)-aI_d$, which is positive because $V_j/a>1-e^{-V_j/a}=I_d/(I_d+I_s)$. The expanded form holds only for $I_d\gg I_s$ and must not be used to read off the sign near $V_j=a$.

For a 10 Mohm path at 0.20 V, (9) predicts a rise of 0.685 % of $a$; differentiating the full current numerically gives 0.684 %. Since the excess fades as $I_d$ grows, it raises the fitted intercept and lowers the fitted gradient. In the chosen window $n$ shifts by $+0.0008$ and $R$ by $-0.04$ ohm. The shift of $n$ is already one standard error, and rule (8) does not guard against it.

## What a real contact would change

The barrier and the donor density, $10^{16}$ cm⁻³, are rough typical values for a metal on n-type silicon. The 50 ohm is roughly the resistance of a column of such silicon with this area and a length of 100 µm, taking a resistivity near 0.5 ohm cm. Sideways spreading of the current in a wider wafer would lower it, and a thin layer on a heavily doped substrate would add much less. The assumption that matters most here is constant $n$. Image-force lowering of the barrier weakens as forward bias reduces the field, and its rate of change depends on bias. A depletion estimate, added on top of $n=1.08$, shifts the fitted $R$ by $+0.7$ ohm and $n$ by $+0.027$, about nine and thirty-four standard errors. The shift of $n$ is partly double counting if 1.08 already includes this effect. The estimate is rough near the top bias, where only about $4kT/q$ of band bending remains: raising the built-in potential by the zero-bias lowering, or letting only $V_j/n$ fall across the semiconductor, reduces the shift of $R$ to 0.5 or 0.4 ohm. As the field weakens, drift and diffusion through the depletion layer also begin to limit the current; for a mobility of 1200 to 800 cm²/(V s) this adds a further $+0.3$ to $+0.5$ ohm to the fitted $R$ and $+0.006$ to $+0.009$ to $n$. Self-heating of 0.03 K, for a contact on bulk silicon, changes the fitted $R$ by $-0.02$ ohm if the 50 ohm itself stays constant; the rise of the silicon resistivity with temperature offsets part of this. A contact above a buried oxide would run hotter and was not sized. The plain $-1$ in (1) is also a simplification: for $n>1$ the current of a thermionic contact is better described by $I_s\,e^{V_j/a}(1-e^{-qV_j/kT})$. This alters the low-current deficits in the table but hardly affects the fit in the chosen window. Thermionic-field tunnelling alone would give $n\simeq1.0008$. An error of 1 K in the assumed temperature shifts $n$ by $1.08/300=0.0036$. At low current, independent random voltage errors of $\varepsilon a=56$ µV per reading do as much harm as the relative current noise; a constant voltage offset cancels in $\Delta V$. For such a contact the statistical error of 0.08 ohm is therefore a measure of repeatability; the accuracy of $R$ is nearer 1 ohm, and that of $n$ a few hundredths.

## Computed values

```
temperature 300 K, kT/q 25.852 mV, n kT/q 27.920 mV
area 1.0e-04 cm2, barrier 0.70 eV, Richardson 112 A/cm2K2
true R 50.0 ohm, true n 1.080, Is 1.754 nA
noise: relative 0.20 %, floor 0.50 nA
sweep 0.04 to 0.50 V, 47 readings, chord 40 mV
top current 2.167 mA, its I*R 108.4 mV
current where I*R = n kT/q: 0.558 mA
cut current 8.769 uA, cut bias 0.2382 V, chords kept 23
current for 1 % deficit: 173.6 nA
one synthetic sweep:
  R 50.078 +- 0.079 ohm
  n 1.07945 +- 0.00080
  Is 1.747 nA, cut bias 0.2375 V, chords 23
3000 synthetic sweeps:
  mean R 50.008 ohm, mean n 1.07992
  scatter of R 0.080 ohm, of n 0.00082
  predicted scatter R 0.079 ohm, n 0.00080
  if chords independent: R 0.134 ohm, n 0.00108
  within 2 standard errors: R 95.3 %, n 95.4 %
chord map: bias range V, L nA, deficit %, scatter % formula, simulated
  0.04-0.08 14.23 12.9986 5.530 5.498
  0.08-0.12 66.45 3.0433 1.211 1.187
  0.12-0.16 284.9 0.7238 0.342 0.350
  0.16-0.20 1198 0.1729 0.208 0.210
  0.20-0.24 4980 0.0415 0.200 0.200
  0.24-0.28 2.015e+04 0.0102 0.205 0.200
  0.46-0.50 1.843e+06 0.0001 0.849 0.844
noiseless fit in window: R 50.0029 ohm, n 1.07994
noiseless fit up to 0.20 V: R 1804 ohm, n 1.0243
noiseless equal-weight fit, all: R 50.339 ohm, n 1.0648
midpoint-current fit, I>>Is law: R 49.428 ohm, n 1.08580
sweep stopped early: top bias V, I*R/(n kT/q), error of R ohm
  0.30 0.128 4.514
  0.34 0.407 0.848
  0.40 1.353 0.207
  0.50 3.881 0.079
simulated error of R for top bias 0.34 V: 0.837 ohm
neglected effects, shift of R ohm and of n:
  self-heating (29.5 K/W, 0.0320 K): -0.0204 0.000013
  image force (donors 1e+16 cm-3): 0.690 0.0269
  leakage 10 Mohm: -0.0384 0.00082
leakage at 0.20 V: intercept rise 0.684 %, formula 0.685 %
tunnelling: E00 1.245 meV, n from it alone 1.00077
1 K temperature error: shift of n 0.0036
voltage error equal to relative current noise at low I: 55.8 uV
```
